# Valley-Mixing Holonomy and Apex Density of States of a Pentagonal Graphene Cone

## What the geometry alone gets wrong

Remove a 60° sector from graphene and rejoin the edges: a cone with one pentagon at its tip results. Suppose each valley simply carried a Dirac electron on this cone. The smallest angular number would rise from $1/2$ to $(6/5)(1/2)=3/5$, and the local density of states (LDOS) would vary as $|E|^{6/5}r^{1/5}$, vanishing at the apex. This is wrong even in sign: for a generic apex the LDOS grows towards the tip as $r^{-2/5}$. The missing ingredient is that a circuit of the pentagon exchanges the valleys.

## Model and theorem

Electrons hop with amplitude $-t$ between nearest neighbours at distance $a$. Energies $E$ are measured from the Dirac point; $v=3ta/2$ (with $\hbar$ included) and $k=|E|/v$. Interactions, disorder and changes of hopping by curvature are omitted. The cone is unrolled into polar coordinates $(r,\phi)$ with total angle $\Omega=5\pi/3$. The LDOS is averaged over a few lattice cells, which removes the rapid interference between valleys. The spin factor is $g_s=2$.

**Theorem.** (i) In a rotating spinor frame, a circuit of the apex multiplies the four-component envelope by $-i\tau_x$, where $\tau_x$ exchanges valleys. Apart from the usual spinor sign, this is a flux of magnitude $1/4$, opposite in the two eigenstates $s=\pm1$ of $\tau_x$. The angular numbers are
$$\nu=\tfrac65\left(l-\tfrac s4\right),\qquad l\in\mathbb Z .$$

(ii) Let the apex be short-ranged, fivefold symmetric, time-reversal invariant and not tuned to a zero-energy resonance. Let $\ell$ be its boundary length, defined in Lemma 5. For $\max(a,\ell)\ll r\ll1/k$, to leading order,
$$\rho(E,r)=\frac{g_s|E|}{\Omega v^2}\,\frac{(kr/2)^{-2/5}}{\Gamma(4/5)^2}\ \propto\ |E|^{3/5}r^{-2/5}.$$

The condition in (ii) is needed: the flux admits two square-integrable solutions at the apex, and they have different powers.

## The holonomy

**Lemma 1 (common Dirac form).** Put the origin at a hexagon centre, with A sites at angles 90°, 210°, 330° and B sites at 30°, 150°, 270°. Let $K=(4\pi/(3\sqrt3a),0)$ and $K'=-K$. With $\Psi=(F_A,F_B,F'_B,-F'_A)^T$, the Hamiltonian is $H=v\,\tau_0\otimes\boldsymbol\sigma\cdot\mathbf p$, where $\mathbf p=-i\nabla$.

*Proof.* The bonds from A to B are $\delta=a(\pm\sqrt3/2,-1/2)$ and $a(0,1)$. Their phases $e^{iK\cdot\delta}$ are $\omega,\bar\omega,1$, with $\omega=e^{2\pi i/3}$. Expand $F_B(\mathbf r+\delta)=F_B+\delta\cdot\nabla F_B$. The zeroth-order sum vanishes because $1+\omega+\bar\omega=0$. The first-order sum is
$$\sum_\delta e^{iK\cdot\delta}\delta
=a\left(\tfrac{\sqrt3}{2}(\omega-\bar\omega),\,1-\tfrac12(\omega+\bar\omega)\right)=\tfrac{3a}{2}(i,1).$$
Hence
$$EF_A=-v(i\partial_x+\partial_y)F_B=v(p_x-ip_y)F_B,$$
and the adjoint equation is $EF_B=v(p_x+ip_y)F_A$. At $K'$ the phases are conjugated:
$$EF'_A=-v(p_x+ip_y)F'_B,\qquad EF'_B=-v(p_x-ip_y)F'_A .$$
Written for $(F'_B,-F'_A)$, these have the same form as at $K$. ∎

**Lemma 2 (60° rotation).** Let $(Cu)(\mathbf r)=u(R^{-1}\mathbf r)$, with $R$ the 60° rotation. On the Bloch functions $u_a$ belonging to $\Psi$, $Cu_a=\sum_b u_bM_{ba}$ with
$$M=-i\tau_x\,e^{-i\pi\sigma_z/6}.$$

*Proof.* Rotation exchanges A and B and turns $K$ into $RK$. The vector $G=RK-K'=RK+K$ is a reciprocal-lattice vector of length $4\pi/(3a)$ at angle 30°, so $e^{iG\cdot\mathbf r}$ is constant on each sublattice. At the B site at 30° the phase is $4\pi/3$; at the A site at 90° it is $(4\pi/3)\cos60^\circ=2\pi/3$. Therefore
$$C\varphi_{KA}=\omega^2\varphi_{K'B},\qquad C\varphi_{KB}=\omega\varphi_{K'A}.$$
Complex conjugation gives $C\varphi_{K'A}=\omega\varphi_{KB}$ and $C\varphi_{K'B}=\omega^2\varphi_{KA}$.

In the ordered basis $(\varphi_{KA},\varphi_{KB},\varphi_{K'B},-\varphi_{K'A})$ this reads $M=\tau_x\otimes\mathrm{diag}(\omega^2,-\omega)$. Since $\omega^2=-ie^{-i\pi/6}$ and $-\omega=-ie^{i\pi/6}$, the stated form follows. ∎

The factor $e^{-i\pi\sigma_z/6}$ is the ordinary rotation of a spinor by $\pi/3$. The remainder, $W=-i\tau_x=e^{-2\pi i\tau_x/4}$, exchanges valleys and commutes with $H$.

**Proof of part (i).** Continue the lattice amplitude $\psi=\sum_a u_aF_a$ around the cone. The points $\phi$ and $\phi+\Omega$ are the same site, so $\psi(\phi+\Omega)=\psi(\phi)$. The planar Bloch functions have period $2\pi$, so
$$u_a(\phi+5\pi/3)=u_a(\phi-\pi/3)=(Cu_a)(\phi).$$
Comparing coefficients of $u_b$ gives $M\Psi(\phi+\Omega)=\Psi(\phi)$, or
$$\Psi(\phi+\Omega)=i\tau_xe^{i\pi\sigma_z/6}\Psi(\phi).$$
Now let the spinor axes follow the radius: $\Psi=e^{-i\phi\sigma_z/2}\chi$. Then
$$\chi(\phi+\Omega)=e^{i5\pi\sigma_z/6}\,i\tau_x\,e^{i\pi\sigma_z/6}\chi(\phi)
=e^{i\pi\sigma_z}i\tau_x\chi(\phi)=-i\tau_x\chi(\phi).$$
For $\tau_x=s$ and $\chi\propto e^{i\nu\phi}$ this requires $e^{i\nu\Omega}=-is=e^{-i\pi s/2}$. Thus $\nu=(2\pi l-\pi s/2)/\Omega$, which is the stated formula. ∎

**Remark (gauge field).** Use the full-circle angle $\theta=6\phi/5$. Then $\chi\propto e^{i(l-s/4)\theta}$, and
$$l-\tfrac s4=\left(l-\tfrac s2\right)+\tfrac s4 .$$
The bracket is half-integer, as for any spinor in a rotating frame; the remainder is the flux. Equivalently, $\chi=e^{i\tau_x\theta/4}\tilde\chi$ with $\tilde\chi$ antiperiodic, and $-i\partial_\theta$ acts on $\tilde\chi$ as $-i\partial_\theta+\tau_x/4$. The gauge field is off-diagonal in the valleys. Time reversal survives because the two fluxes are opposite.

Constructing the rotation matrix numerically from lattice Bloch functions gives holonomy phases $\pm0.25$ in units of $2\pi$, and $|\nu|=0.3,\,0.9,\,1.5$ as the smallest values.

**Lemma 3 (lattice symmetry).** The modes $\nu=\pm3/10$ lie in the fivefold angular-momentum sectors $m=\mp1$.

*Proof.* Let $\psi(\phi+\pi/3)=\zeta\psi(\phi)$ with $\zeta=e^{2\pi im/5}$. Since $u(\phi+\pi/3)=C^{-1}u(\phi)$, the envelope obeys $\Psi(\phi+\pi/3)=\zeta M\Psi(\phi)$. In the rotating frame the spin factors cancel, leaving $e^{i\pi\nu/3}=-is\zeta$, so $\zeta=is\,e^{i\pi\nu/3}$. For $\nu=3/10$, where $l=0$ and $s=-1$, this is $e^{i\pi/10-i\pi/2}=e^{-2\pi i/5}$. The opposite $\nu$ gives the conjugate. ∎

Likewise $\nu=9/10$, with $l=s=1$, gives $\zeta=e^{4\pi i/5}$ and $m=2$. A symmetric apex therefore cannot mix the two modes with $|\nu|=3/10$.

## Radial waves and the apex

**Lemma 4.** For $\nu=3/10$ the general square-integrable solution near the apex is, up to normalization,
$$f=J_{-1/5}(kr)+\beta J_{1/5}(kr),$$
$$g=i\,\mathrm{sgn}(E)\left[J_{4/5}(kr)-\beta J_{-4/5}(kr)\right].$$

*Proof.* In the rotating frame $\partial_\phi$ becomes $\partial_\phi-i\sigma_z/2$. Since $\sigma_y(-i\sigma_z/2)=\sigma_x/2$,
$$H=-iv\left[\sigma_x\left(\partial_r+\frac1{2r}\right)+\frac{\sigma_y}{r}\partial_\phi\right].$$
With $\chi=e^{i\nu\phi}(f,g)^T$, $\varepsilon=E/v$ and $\mu=\nu-1/2$, the components obey
$$\varepsilon f=-i\left(g'+\frac{\mu+1}{r}g\right),\qquad
\varepsilon g=-i\left(f'-\frac\mu r f\right).$$
Substituting the second into the first gives
$$k^2f=-\left(\partial_r+\frac{\mu+1}r\right)\left(f'-\frac\mu rf\right)
=-f''-\frac{f'}r+\frac{\mu^2}{r^2}f,$$
which is Bessel's equation of order $\mu$.

If $f=J_\mu$, then $f'-\mu f/r=-kJ_{\mu+1}$ and $g=i\,\mathrm{sgn}(E)J_{\mu+1}$. If $f=J_{-\mu}$, then $f'-\mu f/r=kJ_{-\mu-1}$ and $g=-i\,\mathrm{sgn}(E)J_{-\mu-1}$. Set $\mu=-1/5$. The worst singularity, $r^{-4/5}$, is square-integrable with the measure $r\,dr$, so both solutions survive. ∎

For $\nu=-3/10$ the roles of $f$ and $g$ are exchanged. For $|\nu|\ge9/10$ the second solution contains $r^{-|\nu|-1/2}$, which is not square-integrable. The orders are then $|\nu|\mp1/2$, both positive.

**Lemma 5 (selection by the apex).** For a generic apex, to leading order at low energy, $\beta\propto\mathrm{sgn}(E)|E|^{3/5}$.

*Proof.* At small $r$,
$$f\simeq\frac{(kr/2)^{-1/5}}{\Gamma(4/5)},\qquad
g\simeq-i\,\mathrm{sgn}(E)\,\beta\,\frac{(kr/2)^{-4/5}}{\Gamma(1/5)}.$$
No current may enter the tip. The radial current is $v\chi^\dagger\sigma_x\chi=2v\,\mathrm{Re}(f^*g)$, so the coefficient of $r^{-4/5}$ in $g$ is $-i\lambda$ times that of $r^{-1/5}$ in $f$, with $\lambda$ real. A short-ranged apex fixes $\lambda$ independently of $E$ at leading order. Equating the ratios gives
$$\beta=\mathrm{sgn}(E)\,\lambda\,\frac{\Gamma(1/5)}{\Gamma(4/5)}\left(\frac k2\right)^{3/5}.$$
Generic means that $\lambda$ is finite. ∎

Since $\lambda$ has dimension length$^{3/5}$, define $\ell=|\lambda|^{5/3}$. In the inner region $|g/f|^2\simeq(\ell/r)^{6/5}$, which is why the theorem requires $r\gg\ell$.

**Lemma 6 (normalization).** Each channel contributes, per spin,
$$\rho_\nu=\frac{|E|}{2\Omega v^2}\,\frac{|f|^2+|g|^2}{D}.$$
Here $D=1+2\beta\cos(\pi/5)+\beta^2$ for $|\nu|=3/10$, and $D=1$ otherwise.

*Proof.* Put $X=kr-\pi/4$. Far away, apart from the factor $\sqrt{2/(\pi kr)}$ and the phase of $g$,
$$f\to\cos(X+\pi/10)+\beta\cos(X-\pi/10),$$
$$g\to\sin(X+\pi/10)+\beta\sin(X-\pi/10).$$
The squares add to $D$, because the two phases differ by $\pi/5$. In a large disc of radius $L$, a prefactor $N$ normalizes the state when $N^2\Omega(2L/\pi k)D=1$. The allowed $k$ are spaced by $\pi/L$, so there are $L/(\pi v)$ levels per unit energy. The product $N^2L/(\pi v)=k/(2\Omega vD)$ equals $|E|/(2\Omega v^2D)$. For a regular channel the same asymptotics hold with a single wave. ∎

**Proof of part (ii).** As $E\to0$, $\beta\to0$. Time reversal maps $\nu$ to $-\nu$ and preserves density, so the two modes $|\nu|=3/10$ contribute equally. For $r\gg\ell$ and $kr\ll1$ each has $|f|^2+|g|^2\simeq J_{-1/5}(kr)^2$. Twice the prefactor of Lemma 6, times $g_s$, gives the theorem. The next channels, $|\nu|=9/10$, are smaller by a factor of order $(kr)^{6/5}$. ∎

**Corollary (all distances).** With $\rho_{\rm flat}=g_s|E|/(\pi v^2)$ and $\beta=0$,
$$\frac{\rho}{\rho_{\rm flat}}=\frac3{10}\sum_\nu\left[J_{|\nu|-1/2}(kr)^2+J_{|\nu|+1/2}(kr)^2\right].$$
The factor is $\pi/(2\Omega)$. For a flat sheet it would be $1/4$, with half-integer $\nu$ in each valley. The identity $\sum_{n\in\mathbb Z}J_n^2=1$ then makes the sum 4 and the ratio 1. On the cone, the computed ratio at $kr=100$ is 1.000, so the apex has lost its influence there.

**Corollary (count near the tip).** Take a patch of radius $\delta$ with $\max(a,\ell)\ll\delta\ll1/k$, so that the core, where the apex law fails, adds little. Integrating the law over the patch gives
$$\int\rho\,dA=\frac{g_s|E|}{v^2\Gamma(4/5)^2}\left(\frac k2\right)^{-2/5}\frac{\delta^{8/5}}{8/5}.$$

## Apex sites, corrections and failure

The envelope law in $r$ stops at the lattice scale, but the energy power continues onto the pentagon. There the amplitude is proportional to the coefficient of $r^{-1/5}$, hence to $k^{-1/5}$; the $r^{-4/5}$ part has a fixed ratio to it. The site LDOS in $m=\pm1$ is therefore $|E|k^{-2/5}/D\propto|E|^{3/5}/D$. In $m=\pm2$ the leading order is $2/5$, giving $|E|^{9/5}$.

These powers were tested on tight-binding cones, with the calculation stopped before edge reflections returned.

- For 600 rings of sites, a fit between $0.026t$ and $0.070t$ with free exponent, amplitude, apex parameter and linear energy correction gave exponent 0.60 in $m=1$.
- In $m=2$, the slope between $0.04t$ and $0.08t$, from the geometric mean of the LDOS at $\pm E$, was 1.79 against the predicted 1.80.
- A potential of $0.15t$ on the pentagon left the fitted $m=1$ exponent at 0.60.

Since $1/D\simeq1-2\beta\cos(\pi/5)$, the leading correction is odd in energy and fades only as $|E|^{3/5}$. At $E=+0.06t$ the fit to the apex spectrum gives $\beta=0.097$, uncertain by about 0.002. A separate fit to the radial profile of the same lattice cone, including the $0.008t$ energy width of the computed state, gives $0.105$ at $+0.06t$ and $-0.090$ at $-0.06t$. The rms logarithmic misfit of this profile is at most 0.0024. If the energy width is ignored, the misfit is at most 0.024 with the quarter flux and at least 0.25 without valley flux.

The boundary length follows from $\beta$. At $0.06t$, $k=0.04/a$ and $\Gamma(1/5)/\Gamma(4/5)\simeq3.94$, so
$$\ell\simeq\frac{2a}{0.04}\left(\frac{0.097}{3.94}\right)^{5/3}\simeq0.1a.$$
For this lattice apex, $a$ rather than $\ell$ sets the inner limit of the power law.

The law fails at a tuned resonance, $|\lambda|\to\infty$. The second solution then takes over, and for $a\ll r\ll1/k$ the leading term $|E|J_{-4/5}(kr)^2$ gives $\rho\propto|E|^{-3/5}r^{-8/5}$. These powers are approached slowly: if $1/\lambda$ vanishes linearly in $E$, the first solution remains with relative amplitude $1/\beta\propto|E|^{2/5}$. Near such a resonance, the $3/5$ power returns only at energies where $k\ell\ll1$.

## A graphitic cone in numbers

Take rough typical graphene values, $t=2.7$ eV and $a=0.142$ nm, with $|E|=0.10$ eV and $r=1$ nm. Then
$$v=1.5(2.7)(0.142)=0.575\ {\rm eV\,nm},\qquad kr=\frac{0.10}{0.575}(1)=0.174.$$
The flat-sheet LDOS is $2(0.10)/[\pi(0.575)^2]=0.193$ states/(eV nm²). The leading apex law multiplies it by 1.18 and the full sum with $\beta=0$ by 1.28, giving 0.246 states/(eV nm²). The leading law is thus about 8% below the full sum: at this distance the other channels, chiefly $|\nu|=9/10$, still count. Higher Bessel terms in the leading channel lower its contribution by a net 0.7%, the sum of $-1.9\%$ from $J_{-1/5}^2$ and $+1.2\%$ from $J_{4/5}^2$. In a patch of radius 1 nm the corresponding continuum counts, with $\beta=0$ and the integral carried down to the apex, are 0.74 and 0.78 states/eV. The apex correction and the discreteness of the sites can change such a count by more than 10%.

The lattice apex has $\beta=0.072$ at $+0.1$ eV and, by oddness, $-0.072$ at $-0.1$ eV. The ratios to flat graphene become 1.21 and 1.37. The ratio at $-0.1$ eV is thus 13% above that at $+0.1$ eV; this asymmetry is the apex correction, not a change of exponent. Its size and sign follow $\lambda$, so a different apex potential can enlarge, remove or reverse it.

Graphitic cones with one pentagon have a full opening angle of $2\arcsin(5/6)=113^\circ$, and scanning tunnelling spectroscopy can probe their tips. A real tip need not have the bare lattice potential assumed here. Raising the five apex sites by 0.41 eV, with all else fixed, changes $\beta$ to 0.126 and the ratio at $+0.1$ eV from 1.21 to 1.18. Finite size can matter more. In a cone with a 50 nm side and an ideal round edge that does not mix angular channels, the levels of one channel are about $\pi v/L=36$ meV apart. An edge that mixes channels spreads the apex weight over more closely spaced levels. The LDOS looks smooth only if the broadening exceeds the actual spacing.

Other estimated effects are smaller at this energy. Thermal averaging lowers the factor $|E|^{3/5}$ by 0.2% at 77 K and 2% at 300 K. Trigonal warping changes the band energy by at most about 0.6%. A uniform second-neighbour hopping of rough size 0.1 eV is, on this cone, a constant plus a multiple of $H^2$, because each second-neighbour pair is joined by one two-step path. It keeps the eigenstates and, after the constant is removed, shifts the energy by 0.14 meV. Interactions, curvature-induced mixing of $\sigma$ and $\pi$ orbitals, and disorder are not sized here, so the example is a result of the model rather than a prediction for a particular tip. The numerical output below lists the computed values.

## Values computed for the example and the checks

```
smallest |nu| from lattice holonomy: [0.3 0.9 1.5]
holonomy phases / 2pi: [-0.25 -0.25  0.25  0.25]
beta exponent from fixed apex ratio: 0.6000
cone/flat LDOS ratio at kr = 100: 1.0000
flat lattice LDOS / Dirac value at 0.1 t: 1.0023
rings in main lattice cone: 600, sites: 1800000
fit window: 0.0260 to 0.0703 t
apex exponent m=1, fitted: 0.601 (theory 0.6)
apex exponent m=1, raw geometric mean of +-E: 0.604
rms log misfit of apex fit: 0.00025
apex exponent m=2: 1.787 (theory 1.8)
beta at +0.06 t from apex spectrum: 0.097
energy width of filtered state: 0.0080 t
beta at +0.06 t, -0.06 t from radial profile: 0.105, -0.090
odd part of profile beta: 0.097
same betas if the energy width is ignored: -0.005, -0.175
profile rms log misfit, quarter flux (+E, -E): 0.0010, 0.0024
same misfits if the energy width is ignored: 0.0216, 0.0240
profile rms log misfit, no valley flux (+E, -E): 0.2532, 0.3062
apex potential 0.15 t: exponent 0.598
inputs: t = 2.7 eV, a = 0.142 nm, |E| = 0.1 eV, r = 1.0 nm
full apex angle of cone: 112.9 deg
v = 0.5751 eV nm, k = 0.1739 1/nm, kr = 0.1739
flat LDOS with spin: 0.1925 states/(eV nm^2)
ratio to flat, leading apex law: 1.1759
ratio to flat, all channels, beta=0: 1.2795
cone LDOS, beta=0: 0.2463 states/(eV nm^2)
beta at +0.1 eV: 0.072; with apex potential: 0.126
ratio to flat with lattice beta, +0.1 eV: 1.2134
ratio to flat with lattice beta, -0.1 eV: 1.3679
ratio with apex potential 0.405 eV, +0.1 eV: 1.1759
states in 1.0 nm patch, leading law: 0.7407 1/eV
states in 1.0 nm patch, all channels: 0.7783 1/eV
kT at 77 K, 300 K: 6.64, 25.85 meV
thermal factor on E^0.6 at 77 K, 300 K: 0.9982, 0.9788
largest trigonal warping of energy: 0.62 percent
second-neighbour term for t2 = 0.1 eV: 0.137 meV
level spacing of 50 nm cone: 36.1 meV
```
